# Carbon dioxide in ultrapure rinse water and the charge on silica: a numerical check

```python
"""
Result under test: when ultrapure water takes up CO2 from air, its pH and Debye
length fall strongly, but the charge of a silica surface in it hardly changes.
With protons as the only cations the charge obeys
    sigma^3 = B e G K,      B = 2 eps R T,
and the fractional loss on CO2 uptake is (2/3)(h_air - h_pure)/h_star.
Symbols: h bulk proton concentration (mol/L), K silanol dissociation constant,
G site density, sigma magnitude of the negative surface charge density,
h_star = sigma^2/B the surface proton concentration, y = e psi/(kT).
Equilibrium and surface parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq

# ---------- inputs ----------
T = 298.15
eps_r = 78.4
Kw = 1.0e-14
K1 = 10**-6.35
K2 = 10**-10.33
KH = 0.034             # mol/(L atm)
p_air = 420e-6         # atm
pK_site = 7.5
sites_per_nm2 = 8.0
stern_capacitance = 2.9   # F/m2, used only to size the Stern layer
conductivity = {"H": 350.0, "OH": 198.6, "HCO3": 44.5}   # S cm2/mol

e, kB, NA = const.e, const.k, const.N_A
eps = eps_r * const.epsilon_0
VT = kB * T / e
B = 2 * eps * const.R * T * 1000     # (C/m2)^2 per (mol/L)
site_charge = e * sites_per_nm2 * 1e18


def bulk_ions(p_co2, salt=0.0):
    """Solve the full charge balance; return h and a list of (valence, mol/L)."""
    def net_charge(pH):
        h = 10**-pH
        bicarbonate = K1 * KH * p_co2 / h
        return h - Kw / h - bicarbonate - 2 * K2 * bicarbonate / h
    h = 10**-brentq(net_charge, 3, 9, xtol=1e-14, rtol=1e-14)
    bicarbonate = K1 * KH * p_co2 / h
    ions = [(1, h), (-1, Kw / h), (-1, bicarbonate),
            (-2, K2 * bicarbonate / h), (1, salt), (-1, salt)]
    return h, ions


def ionic_strength(ions):
    return 0.5 * sum(z * z * c for z, c in ions)


def debye_nm(strength):
    return 1e9 * np.sqrt(eps * kB * T / (2 * NA * e**2 * 1000 * strength))


def double_layer(h, ions, pK=pK_site, stern=None):
    """Integrate Poisson-Boltzmann from far away to the wall, where the field
    must match the charge of the dissociated sites. Distances in nm."""
    K = 10**-pK
    z = np.array([ion[0] for ion in ions], float)
    c = np.array([ion[1] for ion in ions])
    factor = e * NA * 1000 / (eps * VT) * 1e-18

    def slope(s, v):
        return [v[1], -factor * np.sum(z * c * np.exp(-z * v[0]))]

    def field_charge(g):
        return -eps * VT * g * 1e9

    def wall(s, v):
        sigma = field_charge(v[1])
        y_site = v[0] - (sigma / stern / VT if stern else 0.0)
        return sigma - site_charge * K / (K + h * np.exp(-y_site))
    wall.terminal = True

    def tail(s, v):
        return v[0] + 1e-2

    sol = solve_ivp(slope, (0, 1e5), [-1e-6, 0.0], method="DOP853",
                    rtol=1e-10, atol=1e-16, events=[wall, tail],
                    dense_output=True)
    assert sol.status == 1
    s_wall = sol.t_events[0][0]
    y0, g0 = sol.y_events[0][0]
    y_tail, g_tail = sol.y_events[1][0]
    s_half = brentq(lambda s: sol.sol(s)[1] - g0 / 2, 0, s_wall)
    return {"sigma": field_charge(g0), "mV": 1e3 * VT * y0,
            "h_s": h * np.exp(-y0), "decay": y_tail / g_tail,
            "half": s_wall - s_half}


# ---------- the two waters ----------
h_pure, ions_pure = bulk_ions(0.0)
h_air, ions_air = bulk_ions(p_air)
I_pure, I_air = ionic_strength(ions_pure), ionic_strength(ions_air)
lam_pure, lam_air = debye_nm(I_pure), debye_nm(I_air)
assert abs(np.sqrt(Kw + K1 * KH * p_air) / h_air - 1) < 1e-3
assert abs(I_air / h_air - 1) < 1e-3

pure = double_layer(h_pure, ions_pure)
air = double_layer(h_air, ions_air)
assert abs(pure["decay"] / lam_pure - 1) < 1e-4
assert abs(air["decay"] / lam_air - 1) < 1e-4

# first integral joined to site dissociation, against the integrated profile
K_site = 10**-pK_site
for h, layer in ((h_pure, pure), (h_air, air)):
    root = brentq(lambda u: np.sqrt(B * u) * (1 - h / u)
                  - site_charge * K_site / (K_site + u), h, 1e-2, xtol=1e-16)
    sigma_root = site_charge * K_site / (K_site + root)
    assert abs(sigma_root / layer["sigma"] - 1) < 2e-4

# cube-root law, first-order loss, potential shift, counterion distance
sigma_star = (B * site_charge * K_site)**(1 / 3)
h_star = sigma_star**2 / B
loss = 1 - air["sigma"] / pure["sigma"]
loss_formula = 2 / 3 * (h_air - h_pure) / h_star
shift = air["mV"] - pure["mV"]
shift_formula = 1e3 * VT * np.log(h_air / h_pure)
b_nm = 1e9 * 2 * eps * VT / pure["sigma"]
assert abs(pure["sigma"] / sigma_star - 1) < 2e-3
assert abs(loss - loss_formula) < (h_air / h_star)**2   # second-order remainder
assert abs(shift - shift_formula) < 1.0                 # mV, from change of h_s
assert abs(pure["half"] / b_nm - 1) < 0.05

# ---------- other cations ----------
salt = 1e-3
salt_pure = double_layer(*bulk_ions(0.0, salt))
salt_air = double_layer(*bulk_ions(p_air, salt))
salt_loss = 1 - salt_air["sigma"] / salt_pure["sigma"]
salt_law = sigma_star * ((h_pure + salt) / h_pure)**(1 / 3)
assert abs(salt_pure["sigma"] / salt_law - 1) < 0.05
assert salt_loss > 10 * loss

sodium = 1e-6 / 22.99      # 1 ppb by mass, in mol/L
trace_pure = double_layer(*bulk_ions(0.0, sodium))["sigma"] / pure["sigma"] - 1
trace_air = double_layer(*bulk_ions(p_air, sodium))["sigma"] / air["sigma"] - 1
trace_law = (1 + sodium / h_pure)**(1 / 3) - 1
assert abs(trace_pure - trace_law) < 5e-3

# ---------- sensitivity and neglected effects ----------
pK_runs = []
for pK in (6.5, 8.5):
    a = double_layer(h_pure, ions_pure, pK)["sigma"]
    c = double_layer(h_air, ions_air, pK)["sigma"]
    pK_runs.append((pK, a, 1 - c / a))
stern_pure = double_layer(h_pure, ions_pure, stern=stern_capacitance)["sigma"]
stern_effect = stern_pure / pure["sigma"] - 1
bjerrum_nm = 1e9 * e / (4 * np.pi * eps * VT)
activity_bulk = bjerrum_nm / (2 * lam_air)
activity_wall = bjerrum_nm / (2 * debye_nm(pure["h_s"]))
field = pure["sigma"] / eps * 1e-8           # MV/cm
spacing = 1e9 * np.sqrt(e / pure["sigma"])
h_room, _ = bulk_ions(1000e-6)

# 20 C by van 't Hoff: Henry slope 2400 K, K1 enthalpy 9.1 kJ/mol (rough)
inverse_step = 1 / 293.15 - 1 / T
h_cool = h_air * np.exp(0.5 * (2400 - 9100 / const.R) * inverse_step)

resist_pure = 1e-3 / (h_pure * (conductivity["H"] + conductivity["OH"]))
resist_air = 1e-3 / sum(c * lam for c, lam in (
    (h_air, conductivity["H"]), (ions_air[1][1], conductivity["OH"]),
    (ions_air[2][1], conductivity["HCO3"])))

# diffusion of CO2 into a film open on one side, after a time L^2/D
film_mm, D = 0.1, 1.9e-9
diffusion_time = (film_mm * 1e-3)**2 / D
n = 80
lap = (np.diag(-2 * np.ones(n)) + np.diag(np.ones(n - 1), 1)
       + np.diag(np.ones(n - 1), -1))
lap[0, 0], lap[-1, -1] = -3, -1      # open face, sealed wafer face
filled = 1 - np.mean(expm(lap * n**2) @ np.ones(n))
assert abs(filled - (1 - 8 / np.pi**2 * np.exp(-np.pi**2 / 4))) < 5e-3

# hydration of dissolved CO2 held at its equilibrium concentration
k_hyd = 0.04
co2 = KH * p_air
hydration_time = h_air / (k_hyd * co2)
run = solve_ivp(lambda t, x: k_hyd * co2 / h_air * (1 - x**2),
                (0, hydration_time), [h_pure / h_air], rtol=1e-8)
reached = run.y[0, -1]
assert abs(reached - np.tanh(1)) < 0.03   # formula starts from zero protons

# ---------- output ----------
print(f"temperature {T:.2f} K, relative permittivity {eps_r:.1f}")
print(f"Kw {Kw:.1e} (mol/L)^2, pK1 {-np.log10(K1):.2f}, pK2 {-np.log10(K2):.2f}")
print(f"Henry constant {KH:.3f} mol/(L atm), CO2 {p_air*1e6:.0f} ppm")
print(f"silanol pK {pK_site:.1f}, sites {sites_per_nm2:.1f} per nm2")
print(f"ion conductivities H, OH, HCO3: {conductivity['H']:.1f}, "
      f"{conductivity['OH']:.1f}, {conductivity['HCO3']:.1f} S cm2/mol")
print(f"thermal voltage {1e3*VT:.2f} mV")
print(f"B {B:.3e} (C/m2)^2 per (mol/L)")
print(f"full site charge {100*site_charge:.1f} uC/cm2")
print(f"dissolved CO2 {co2:.3e} mol/L")
print(f"carbonate in air-equilibrated water {ions_air[3][1]:.1e} mol/L")
for name, h, I, lam, rho, d in (
        ("CO2-free", h_pure, I_pure, lam_pure, resist_pure, pure),
        ("with air", h_air, I_air, lam_air, resist_air, air)):
    print(f"{name}: pH {-np.log10(h):.2f}, h {h:.3e} mol/L")
    print(f"{name}: ionic strength {I:.3e} mol/L, Debye length {lam:.0f} nm")
    print(f"{name}: decay length from integration {d['decay']:.0f} nm")
    print(f"{name}: resistivity {rho:.2f} Mohm cm")
    print(f"{name}: negative charge {100*d['sigma']:.4f} uC/cm2")
    print(f"{name}: surface potential {d['mV']:.1f} mV")
    print(f"{name}: surface proton concentration {d['h_s']:.2e} mol/L")
    print(f"{name}: half the countercharge within {d['half']:.1f} nm")
print(f"ionic strength ratio {I_air/I_pure:.1f}, "
      f"Debye length ratio {lam_pure/lam_air:.2f}")
print(f"cube-root law: charge {100*sigma_star:.4f} uC/cm2, h_star {h_star:.2e} mol/L")
print(f"charge loss: integrated {100*loss:.2f} %, formula {100*loss_formula:.2f} %")
print(f"potential shift: integrated {shift:.1f} mV, formula {shift_formula:.1f} mV")
print(f"length b {b_nm:.1f} nm")
print(f"dissociated fraction, CO2-free {100*pure['sigma']/site_charge:.4f} %")
print(f"1 mM salt: charge {100*salt_pure['sigma']:.3f} -> "
      f"{100*salt_air['sigma']:.3f} uC/cm2, loss {100*salt_loss:.1f} %")
print(f"1 mM salt, CO2-free: cube-root law {100*salt_law:.3f} uC/cm2")
print(f"1 ppb sodium {sodium:.2e} mol/L")
print(f"its charge gain: CO2-free {100*trace_pure:.1f} % "
      f"(law {100*trace_law:.1f} %), with air {100*trace_air:.2f} %")
for pK, a, drop in pK_runs:
    print(f"pK {pK:.1f}: CO2-free charge {100*a:.4f} uC/cm2, loss {100*drop:.2f} %")
print(f"Stern layer {stern_capacitance:.1f} F/m2: charge change {100*stern_effect:.2f} %")
print(f"activity correction: bulk {100*activity_bulk:.2f} %, wall {100*activity_wall:.2f} %")
print(f"surface field {field:.4f} MV/cm")
print(f"charge spacing {spacing:.1f} nm, Bjerrum length {bjerrum_nm:.2f} nm")
print(f"pH at 1000 ppm CO2 {-np.log10(h_room):.2f}, at 20 C {-np.log10(h_cool):.2f}")
print(f"film {film_mm:.1f} mm, D {D:.1e} m2/s: time {diffusion_time:.1f} s, "
      f"filled {100*filled:.0f} %")
print(f"hydration rate {k_hyd:.2f} 1/s: time {hydration_time:.1f} s, "
      f"reached {100*reached:.0f} %")
print("checks complete")
```

Output:

```
temperature 298.15 K, relative permittivity 78.4
Kw 1.0e-14 (mol/L)^2, pK1 6.35, pK2 10.33
Henry constant 0.034 mol/(L atm), CO2 420 ppm
silanol pK 7.5, sites 8.0 per nm2
ion conductivities H, OH, HCO3: 350.0, 198.6, 44.5 S cm2/mol
thermal voltage 25.69 mV
B 3.442e-03 (C/m2)^2 per (mol/L)
full site charge 128.2 uC/cm2
dissolved CO2 1.428e-05 mol/L
carbonate in air-equilibrated water 4.7e-11 mol/L
CO2-free: pH 7.00, h 1.000e-07 mol/L
CO2-free: ionic strength 1.000e-07 mol/L, Debye length 961 nm
CO2-free: decay length from integration 961 nm
CO2-free: resistivity 18.23 Mohm cm
CO2-free: negative charge 0.0518 uC/cm2
CO2-free: surface potential -171.2 mV
CO2-free: surface proton concentration 7.82e-05 mol/L
CO2-free: half the countercharge within 68.4 nm
with air: pH 5.60, h 2.528e-06 mol/L
with air: ionic strength 2.528e-06 mol/L, Debye length 191 nm
with air: decay length from integration 191 nm
with air: resistivity 1.00 Mohm cm
with air: negative charge 0.0508 uC/cm2
with air: surface potential -88.7 mV
with air: surface proton concentration 7.98e-05 mol/L
with air: half the countercharge within 61.5 nm
ionic strength ratio 25.3, Debye length ratio 5.03
cube-root law: charge 0.0519 uC/cm2, h_star 7.82e-05 mol/L
charge loss: integrated 2.04 %, formula 2.07 %
potential shift: integrated 82.5 mV, formula 83.0 mV
length b 68.8 nm
dissociated fraction, CO2-free 0.0404 %
1 mM salt: charge 1.094 -> 0.327 uC/cm2, loss 70.1 %
1 mM salt, CO2-free: cube-root law 1.117 uC/cm2
1 ppb sodium 4.35e-08 mol/L
its charge gain: CO2-free 12.8 % (law 12.8 %), with air 0.56 %
pK 6.5: CO2-free charge 0.1117 uC/cm2, loss 0.44 %
pK 8.5: CO2-free charge 0.0240 uC/cm2, loss 8.94 %
Stern layer 2.9 F/m2: charge change -0.23 %
activity correction: bulk 0.19 %, wall 1.04 %
surface field 0.0075 MV/cm
charge spacing 17.6 nm, Bjerrum length 0.71 nm
pH at 1000 ppm CO2 5.41, at 20 C 5.58
film 0.1 mm, D 1.9e-09 m2/s: time 5.3 s, filled 93 %
hydration rate 0.04 1/s: time 4.4 s, reached 78 %
checks complete
```
